# Equilibrium Width of Ferroelectric Stripe Domains in a Film: a numerical check

```python
"""
Kittel scaling of 180-degree ferroelectric stripe domains.
Result under test: F(w) = A*d/w + B*w is least at w = sqrt(A*d/B), where
both terms equal sqrt(A*B*d), so the least energy is 2*sqrt(A*B*d).
F: energy per film area; d: film thickness; w: width of one domain;
A: energy per wall area; B: stray-field energy coefficient, both surfaces;
P: spontaneous polarization; eps_x, eps_z: permittivities along and normal
to the film. Electrostatics uses atomic units with 4*pi*epsilon_0 = 1.
B = 28*zeta(3)*P^2/(pi^2*(1+sqrt(eps_x*eps_z))) for narrow domains.
The film is free-standing in vacuum, with unscreened surfaces.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix, diags, eye, kron
from scipy.sparse.linalg import splu
from scipy.special import zeta


def stray_coefficient(polarization, eps_x, eps_z):
    kappa = np.sqrt(eps_x * eps_z)
    return 28 * zeta(3) * polarization**2 / (np.pi**2 * (1 + kappa))


def full_stray_energy(width, thickness, polarization, eps_x, eps_z):
    """Fourier sum that keeps the interaction of the two surfaces."""
    n = np.arange(1, 1202, 2)
    kappa, gamma = np.sqrt(eps_x * eps_z), np.sqrt(eps_x / eps_z)
    coth = 1 / np.tanh(n * np.pi * gamma * thickness / (2 * width))
    terms = 1 / (n**3 * (1 + kappa * coth))
    return 32 * polarization**2 * width / np.pi**2 * terms.sum()


class StripeGrid:
    """Upper half of one domain, with width 1 and polarization 1.
    The potential vanishes on the walls and at mid-film by symmetry."""

    def __init__(self, cells, thickness, eps_x, eps_z):
        self.h = 1 / cells
        self.inside = round(thickness * cells / 2)
        self.columns = cells - 1
        self.rows = self.inside + round(1.5 * cells)
        self.eps_x, self.eps_z = eps_x, eps_z
        j = np.arange(self.rows)
        data = np.r_[np.ones(self.rows), -np.ones(self.rows)]
        self.difference = coo_matrix(
            (data, (np.r_[j, j + 1], np.r_[j, j])),
            shape=(self.rows + 1, self.rows)).tocsr()
        self.linear_solver = self.make_solver(eps_z)
        self.vacuum_z_solver = self.make_solver(1.0)

    def make_solver(self, vertical_eps):
        horizontal = np.ones(self.rows)
        horizontal[:self.inside - 1] = self.eps_x
        horizontal[self.inside - 1] = (self.eps_x + 1) / 2
        vertical = np.ones(self.rows + 1)
        vertical[:self.inside] = vertical_eps
        laplace_x = diags([-1, 2, -1], [-1, 0, 1],
                          shape=(self.columns, self.columns))
        laplace_z = self.difference.T @ diags(vertical) @ self.difference
        matrix = kron(diags(horizontal), laplace_x)
        matrix = matrix + kron(laplace_z, eye(self.columns))
        return splu(matrix.tocsc())

    def potential(self, charge, solver):
        answer = solver.solve(4 * np.pi * charge.ravel())
        return answer.reshape(self.rows, self.columns)

    def linear_solution(self):
        charge = np.zeros((self.rows, self.columns))
        charge[self.inside - 1] = self.h
        phi = self.potential(charge, self.linear_solver)
        energy = np.sum(charge * phi)  # one half, times two surfaces
        field = -(self.difference @ phi)[:self.inside] / self.h
        return energy, phi, field

    def functional(self, local_p, local_energy):
        """Field energy plus lattice energy, for any normal polarization."""
        padded = np.zeros((self.rows + 1, self.columns))
        padded[:self.inside] = local_p
        charge = self.h * (self.difference.T @ padded)
        phi = self.potential(charge, self.vacuum_z_solver)
        lattice = self.h**2 * np.sum(local_energy(local_p))
        return np.sum(charge * phi) + 2 * lattice


# Symbolic minimum and the proof by completing a square.
a, b, t, x = sp.symbols("a b t x", positive=True)
energy_symbolic = a * t / x + b * x
roots = sp.solve(sp.diff(energy_symbolic, x), x)
assert len(roots) == 1
root = roots[0]
assert sp.simplify(root**2 - a * t / b) == 0
assert sp.simplify((a * t / root)**2 - (b * root)**2) == 0
square = (sp.sqrt(a * t / x) - sp.sqrt(b * x))**2
assert sp.simplify(sp.expand(
    energy_symbolic - 2 * sp.sqrt(a * b * t) - square)) == 0

# Other powers: the terms are weighted by their exponents.
other = minimize_scalar(lambda y: 3 / y + 0.7 * y**2,
                        bounds=(0.1, 10), method="bounded",
                        options={"xatol": 1e-10}).x
assert abs((3 / other) / (0.7 * other**2) - 2) < 1e-5

# Rough round inputs in the regime of a PbTiO3 film.
polarization_uc = 75.0
wall_energy = 0.8
eps_x, eps_z = 120.0, 60.0
main_thickness = 16.0
band_gap = 3.4
wall_width = 0.5

bohr = const.physical_constants["Bohr radius"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = bohr * 1e9
p_si = polarization_uc * 0.01
p_au = p_si * bohr**2 / const.e
density_unit = hartree_ev / bohr_nm**3
B = stray_coefficient(p_au, eps_x, eps_z) * density_unit
kappa = np.sqrt(eps_x * eps_z)
gamma = np.sqrt(eps_x / eps_z)


def kittel_energy(width, thickness):
    return wall_energy * thickness / width + B * width


def full_energy(width, thickness):
    stray = full_stray_energy(width, thickness, p_au, eps_x, eps_z)
    return wall_energy * thickness / width + stray * density_unit


def full_minimum(thickness):
    guess = np.sqrt(wall_energy * thickness / B)
    result = minimize_scalar(lambda y: full_energy(y, thickness),
                             bounds=(0.3 * guess, 2 * guess),
                             method="bounded", options={"xatol": 1e-9})
    assert 0.31 * guess < result.x < 1.99 * guess
    return result.x, result.fun


# Finite differences test the field sum where the surfaces interact.
thin_grid = StripeGrid(64, 1.0, 6.0, 3.0)
thin_numeric = thin_grid.linear_solution()[0]
thin_formula = full_stray_energy(1.0, 1.0, 1.0, 6.0, 3.0)
assert abs(thin_numeric / thin_formula - 1) < 0.01
assert abs(thin_numeric / stray_coefficient(1.0, 6.0, 3.0) - 1) > 0.015

# The example's permittivities, with a separate energy functional.
grid = StripeGrid(64, 2.0, eps_x, eps_z)
grid_energy, grid_phi, grid_field = grid.linear_solution()
unit_B = stray_coefficient(1.0, eps_x, eps_z)
assert abs(grid_energy / unit_B - 1) < 0.01
chi = (eps_z - 1) / (4 * np.pi)
local_p = 1 + chi * grid_field
assert local_p.min() > 0 and local_p.max() < 1 + 1e-9


def harmonic(p):
    return (p - 1)**2 / (2 * chi)


def quartic(p):
    return (p**2 - 1)**2 / (8 * chi)


functional_energy = grid.functional(local_p, harmonic)
assert abs(functional_energy / grid_energy - 1) < 1e-8
change = 0.02 * np.random.default_rng(4).normal(size=local_p.shape)
assert grid.functional(local_p + change, harmonic) > functional_energy
assert grid.functional(local_p - change, harmonic) > functional_energy

# Bracket for a quartic well with one polarization sign per domain.
trial_ratio = grid.functional(local_p, quartic) / grid_energy
soft_eps_z = 1 + 4 * (eps_z - 1)
soft_ratio = stray_coefficient(1.0, eps_x, soft_eps_z) / unit_B
assert soft_ratio < trial_ratio < 1
sample = np.linspace(0, 0.999, 1000)
well_ratio = quartic(sample) / harmonic(sample)
assert well_ratio.min() >= 0.25 - 1e-12 and well_ratio.max() < 1

# Surface field and peak potential, checked against the grid.
catalan = float(sp.Catalan.evalf())
unit_field = 4 * np.pi * kappa / ((1 + kappa) * eps_z)
unit_phi = 16 * catalan / (np.pi * (1 + kappa))
middle = grid.columns // 2
assert abs(-grid_field[-1, middle] / unit_field - 1) < 0.05
assert abs(grid_phi[grid.inside - 1, middle] / unit_phi - 1) < 0.01

# Full numerical minima test width, equal shares and square-root law.
thicknesses = np.array([8.0, 16.0, 32.0])
widths = np.sqrt(wall_energy * thicknesses / B)
energies = 2 * np.sqrt(wall_energy * B * thicknesses)
full_results = np.array([full_minimum(d) for d in thicknesses])
assert np.allclose(full_results[:, 0], widths, rtol=1e-3)
assert np.allclose(full_results[:, 1], energies, rtol=1e-4)
full_wall = wall_energy * thicknesses / full_results[:, 0]
assert np.allclose(full_wall / full_results[:, 1], 0.5, atol=1e-3)
exponent = np.polyfit(np.log(thicknesses),
                      np.log(full_results[:, 1]), 1)[0]
assert abs(exponent - 0.5) < 1e-3
limit_thickness = wall_energy / B
limit_width = full_minimum(limit_thickness)[0]
assert limit_width / limit_thickness > 1.03

w = widths[1]
F = energies[1]
wall_term = wall_energy * main_thickness / w
stray_term = B * w
double_ratio = kittel_energy(2 * w, main_thickness) / F
half_ratio = kittel_energy(w / 2, main_thickness) / F
assert abs(double_ratio - half_ratio) < 1e-12

# Sizes of neglected effects.
field_scale = hartree_ev / bohr * 1e-8
surface_field = p_au * unit_field * field_scale
p_grid = np.linspace(0, 1, 20001)
landau_slope = -np.gradient(quartic(p_grid), p_grid)
coercive_field = p_au * landau_slope.max() * field_scale
surface_loss = chi * unit_field
potential_per_nm = 2 * unit_phi * p_au * hartree_ev / bohr_nm
potential_difference = potential_per_nm * w
gap_thickness = brentq(
    lambda d: potential_per_nm * np.sqrt(wall_energy * d / B) - band_gap,
    0.1, 1000)
well_depth = p_au**2 * quartic(0.0) * density_unit
nonpolar_thickness = brentq(
    lambda d: 2 * np.sqrt(wall_energy * B * d) - well_depth * d,
    0.1, 1000)
trial_width = w / np.sqrt(trial_ratio)
soft_width = w / np.sqrt(soft_ratio)
half_screened_B = stray_coefficient(p_au / 2, eps_x, eps_z) * density_unit
# Only the uncompensated half of the bound charge drives the stray field.
half_screened_width = np.sqrt(
    wall_energy * main_thickness / half_screened_B)

print(f"Input polarization P = {polarization_uc:.1f} uC/cm2")
print(f"Input wall energy A = {wall_energy:.2f} eV/nm2")
print(f"Input permittivities eps_x, eps_z = {eps_x:.0f}, {eps_z:.0f}")
print(f"Input main thickness d = {main_thickness:.1f} nm")
print(f"Input rough band gap = {band_gap:.1f} eV")
print(f"Input rough wall width = {wall_width:.1f} nm")
print(f"P in atomic units = {p_au:.5f} e/bohr2")
print(f"kappa = {kappa:.3f}; gamma = {gamma:.4f} (no unit)")
print(f"zeta(3) = {zeta(3):.6f} (no unit)")
print(f"Stray coefficient B = {B:.4f} eV/nm3")
print(f"Equilibrium width w = {w:.3f} nm = {10*w:.2f} angstrom")
print(f"Wall term = {wall_term:.4f} eV/nm2")
print(f"Stray-field term = {stray_term:.4f} eV/nm2")
energy_mj = F * const.e * 1e18 * 1000
print(f"Least energy F = {F:.4f} eV/nm2 = {energy_mj:.1f} mJ/m2")
for d, width, energy in zip(thicknesses, widths, energies):
    print(f"d = {d:.0f} nm: w = {width:.3f} nm, F = {energy:.4f} eV/nm2")
print(f"Exponent from full numerical minima = {exponent:.5f}")
print(f"F at half width / least F = {half_ratio:.4f}")
print(f"F at double width / least F = {double_ratio:.4f}")
print(f"Length A/B = {limit_thickness:.4f} nm")
print(f"At d=A/B, full width / simple width = "
      f"{limit_width/limit_thickness:.4f}")
print(f"Grid B / formula B = {grid_energy/unit_B:.5f}")
print(f"Thin-film grid energy / full sum = {thin_numeric/thin_formula:.5f}")
print(f"Field under surface = {surface_field:.2f} MV/cm")
print(f"Quartic-well coercive field = {coercive_field:.2f} MV/cm")
print(f"Linear loss of P at surface = {100*surface_loss:.1f} percent")
print(f"Quartic B bounds / linear B = {soft_ratio:.4f}, {trial_ratio:.4f}")
print(f"Quartic width bounds = {trial_width:.3f}, {soft_width:.3f} nm")
print(f"Quartic well depth = {well_depth:.4f} eV/nm3")
print(f"Stripe/nonpolar crossing = {nonpolar_thickness:.2f} nm")
print(f"Neighbour potential difference = {potential_difference:.3f} V")
print(f"Thickness where it reaches the gap = {gap_thickness:.2f} nm")
print(f"Width with half charge compensated = {half_screened_width:.3f} nm")
print(f"Wall width / domain width = {wall_width/w:.4f}")
print("success")
```

It prints:

```
Input polarization P = 75.0 uC/cm2
Input wall energy A = 0.80 eV/nm2
Input permittivities eps_x, eps_z = 120, 60
Input main thickness d = 16.0 nm
Input rough band gap = 3.4 eV
Input rough wall width = 0.5 nm
P in atomic units = 0.01311 e/bohr2
kappa = 84.853; gamma = 1.4142 (no unit)
zeta(3) = 1.202057 (no unit)
Stray coefficient B = 1.2534 eV/nm3
Equilibrium width w = 3.196 nm = 31.96 angstrom
Wall term = 4.0054 eV/nm2
Stray-field term = 4.0054 eV/nm2
Least energy F = 8.0108 eV/nm2 = 1283.5 mJ/m2
d = 8 nm: w = 2.260 nm, F = 5.6645 eV/nm2
d = 16 nm: w = 3.196 nm, F = 8.0108 eV/nm2
d = 32 nm: w = 4.519 nm, F = 11.3290 eV/nm2
Exponent from full numerical minima = 0.50000
F at half width / least F = 1.2500
F at double width / least F = 1.2500
Length A/B = 0.6383 nm
At d=A/B, full width / simple width = 1.0890
Grid B / formula B = 0.99766
Thin-film grid energy / full sum = 0.99796
Field under surface = 13.95 MV/cm
Quartic-well coercive field = 2.76 MV/cm
Linear loss of P at surface = 97.2 percent
Quartic B bounds / linear B = 0.5061, 0.7402
Quartic width bounds = 3.715, 4.492 nm
Quartic well depth = 0.8401 eV/nm3
Stripe/nonpolar crossing = 5.68 nm
Neighbour potential difference = 2.341 V
Thickness where it reaches the gap = 33.75 nm
Width with half charge compensated = 6.391 nm
Wall width / domain width = 0.1565
success
```
